# An Implicit Trench-Rinse Model with Slow Wall Desorption

## Definitions and conventions

A batch of wafers carries many identical long trenches of depth \(L\) and width \(w\), with total mouth area \(A\). It stands in a well-mixed tank of volume \(V\), fed with clean water and drained at the same flow \(Q\). The depth coordinate \(z\) runs from the mouth, \(z=0\), to the bottom, \(z=L\).

The contaminant has concentration \(C(t)\) in the tank and \(c(z,t)\) in the trench, both in mol/m³. Its amounts per wall area are \(s(z,t)\) on each side wall and \(s_b(t)\) on the bottom, in mol/m². A wall takes up contaminant at the net rate \(k_ac-k_ds\) per area. This linear law requires low coverage. The ratio \(K=k_a/k_d\) is a length: at equilibrium \(s=Kc\).

The diffusivity \(D\) and the transfer velocity \(h\) of the water film at the mouth are constant. Flow inside the trench, its end walls and adsorption on the tank are left out. A decay rate \(\lambda\) means time dependence \(e^{-\lambda t}\), so \(\lambda>0\) is a loss.

## Two compartments by hand

Let a tank hold the amount \(x\) and a wall the amount \(s\). In a suitable time unit, let the drain, adsorption and desorption rates all equal 1:
\[
\dot x=-2x+s,\qquad \dot s=x-s .
\]
Adding the equations gives \(\dot x+\dot s=-x\): the drain is the sole loss.

Backward Euler evaluates the right side at the new time, marked by a plus. With step \(\tau=1\) and start \(x=0,\ s=1\),
\[
x^+-0=-2x^++s^+,\qquad s^+-1=x^+-s^+ .
\]
The second equation gives \(s^+=(1+x^+)/2\). Inserted in the first, \(3x^+=(1+x^+)/2\), so \(x^+=1/5\) and \(s^+=3/5\). The drain removed \(\tau x^+=1/5\), and \(1/5+3/5+1/5=1\). The balance closes because the drained amount uses the same new \(x^+\) as the step.

Crank–Nicolson averages the old and new right sides. For \(\tau=4\), half a step is 2, and
\[
5x^+-2s^+=2,\qquad -2x^++3s^+=-1 .
\]
The solution is \(x^+=4/11,\ s^+=-1/11\), a negative amount. Conservation alone does not ensure positivity.

For a mode \(e^{-\lambda t}\), the two equations require \((2-\lambda)(1-\lambda)=1\), or \(\lambda^2-3\lambda+1=0\). The slow rate is \(\lambda=(3-\sqrt5)/2\), so \(1/\lambda=(3+\sqrt5)/2\).

The mean times to removal bracket this value. Let \(T_x\) and \(T_s\) be the mean times for a molecule starting in the tank or on the wall. A wall molecule waits one unit and enters the tank: \(T_s=1+T_x\). A tank molecule waits half a unit, then drains or adsorbs with equal probability: \(T_x=\tfrac12+\tfrac12T_s\). Hence \(T_x=2\), \(T_s=3\), and \(2<1/\lambda<3\). All these features carry over to the trench.

## Trench equations and finite volumes

A slice of thickness \(dz\) has water volume \(w\,dz\) and side-wall area \(2\,dz\), per unit trench length. Dividing its balance by \(w\,dz\) gives
\[
c_t=Dc_{zz}-\frac2w(k_ac-k_ds),\qquad s_t=k_ac-k_ds .
\]
The remaining conditions are
\[
Dc_z(0)=h[c(0)-C],\qquad -Dc_z(L)=k_ac(L)-k_ds_b=\dot s_b,
\]
\[
V\dot C=-QC+Ah[c(0)-C].
\]
The mouth flux is positive when contaminant leaves, since \(c\) then rises with depth.

Divide the depth into \(N\) cells of size \(\Delta=L/N\). The flux from cell \(i+1\) to cell \(i\) is \(D(c_{i+1}-c_i)/\Delta\). At the mouth, a half cell and the film are in series, so their resistances add:
\[
J_0=g_0(c_1-C),\qquad g_0=\left(\frac1h+\frac{\Delta}{2D}\right)^{-1}.
\]
At the bottom let \(c_f\) be the water concentration at the wall and \(r=2D/\Delta\). Equating diffusion and uptake, \(r(c_N-c_f)=k_ac_f-k_ds_b\), gives
\[
c_f=\frac{rc_N+k_ds_b}{r+k_a}.
\]
The uptake is therefore
\[
J_b=k_ac_f-k_ds_b=\theta(k_ac_N-k_ds_b),\qquad
\theta=\frac{1}{1+k_a\Delta/(2D)} .
\]

## The implicit step

For a side wall, \(s_i^+-s_i=\tau(k_ac_i^+-k_ds_i^+)\). Solving for the new amount and inserting it in the uptake gives
\[
s_i^+=\frac{s_i+\tau k_ac_i^+}{1+\tau k_d},\qquad
k_ac_i^+-k_ds_i^+=\frac{k_ac_i^+-k_ds_i}{1+\tau k_d}.
\]
The terms \(\pm\tau k_ak_dc_i^+\) cancel in the second numerator. The bottom follows with \(k_a\to\theta k_a\) and \(k_d\to\theta k_d\).

Set \(c_0=C\), \(g_i=D/\Delta\) for \(1\le i<N\), and \(g_N=0\). Per mouth area, the tank and cell equations become
\[
\left(\frac{V}{A\tau}+\frac QA+g_0\right)c_0^+-g_0c_1^+=\frac{V}{A\tau}c_0,
\]
\[
d_ic_i^+-g_{i-1}c_{i-1}^+-g_ic_{i+1}^+=r_i,
\]
\[
d_i=\frac\Delta\tau+\frac{2\Delta k_a}{w(1+\tau k_d)}+g_{i-1}+g_i,\quad
r_i=\frac\Delta\tau c_i+\frac{2\Delta k_ds_i}{w(1+\tau k_d)} .
\]
For \(i=N\), add \(\theta k_a/(1+\tau\theta k_d)\) to \(d_N\) and \(\theta k_ds_b/(1+\tau\theta k_d)\) to \(r_N\).

Let \(d_0,r_0\) be the tank coefficient and right side, and start with \(d'_0=d_0,\ r'_0=r_0\). Sweep downward with
\[
d_i'=d_i-\frac{g_{i-1}^2}{d'_{i-1}},\qquad
r_i'=r_i+\frac{g_{i-1}}{d'_{i-1}}r'_{i-1},
\]
then upward with \(c_N^+=r'_N/d'_N\) and \(c_i^+=(r'_i+g_ic_{i+1}^+)/d'_i\). Finally update the walls. The work is proportional to \(N\).

Positivity can be read off. First, \(d'_0>g_0\). If \(d'_{i-1}>g_{i-1}\), then \(d_i'>d_i-g_{i-1}>g_i\), so every pivot is positive. All other operations add or multiply nonnegative numbers. Nonnegative data therefore remain nonnegative for any \(\tau>0\). Accuracy still limits the step.

For the balance, add the tank, cell and wall updates. Each internal flux appears once with each sign and cancels. With \(M_{\rm tot}\) the total amount,
\[
M_{\rm tot}^++\tau QC^+=M_{\rm tot}.
\]
This identity is exact before rounding.

## Exchange network and slowest mode

Write each amount as \(n_i=\pi_i\phi_i\). The potentials \(\phi_i\) are \(C,c_i,s_i/K,s_b/K\), and the capacities \(\pi_i\) are
\[
V,\quad A\Delta,\quad 2A\Delta K/w,\quad AK .
\]
Every exchange from \(i\) to \(j\) has the form \(g_{ij}(\phi_i-\phi_j)\) with symmetric \(g_{ij}\); for a wall, \(k_ac-k_ds=k_a(c-s/K)\). Thus \(\dot n=-G\phi\), where \(G\) is symmetric and includes the drain \(Q\). With \(\Pi={\rm diag}(\pi_i)\), a mode obeys \(G\phi=\lambda\Pi\phi\), and the smallest rate of the discrete model is
\[
\lambda_h=\min_\phi
\frac{\sum_{i<j}g_{ij}(\phi_i-\phi_j)^2+Q\phi_0^2}{\sum_i\pi_i\phi_i^2}.
\]
Raising a conductance at fixed capacities cannot lower this rate; raising a capacity at fixed conductances cannot raise it.

Replacing \(\phi\) by \(|\phi|\) does not increase the quotient, so a nonnegative minimizer exists. If one component were zero, its mode equation would force all its neighbours to zero, and then the whole connected network. The slowest mode is therefore positive. A second independent minimizer could be combined with it to make one component zero, which the same argument excludes; the mode is unique up to scale.

In this mode backward Euler gives \((1+\lambda_h\tau)n^+=n\). The apparent continuous rate is thus
\[
\lambda_\tau=\frac{\ln(1+\lambda_h\tau)}{\tau}
=\lambda_h-\frac{\lambda_h^2\tau}{2}+\cdots,
\]
lower than \(\lambda_h\).

## The continuum decay rate

Insert \(e^{-\lambda t}\), with \(\lambda<k_d\), in the wall equation: \((k_d-\lambda)s=k_ac\). The net uptake is then
\[
k_ac-k_ds=k_ac\left(1-\frac{k_d}{k_d-\lambda}\right)=-Bc,
\qquad B=\frac{k_a\lambda}{k_d-\lambda}.
\]
The minus sign says that the wall is releasing contaminant. The trench equation becomes
\[
c''=-q^2c,\qquad q^2=\frac\lambda D+\frac{2B}{wD}.
\]
At the bottom \(-Dc'(L)=-Bc(L)\), so \(c'(L)=bc(L)\) with \(b=B/D\). Scaling \(c(L)=1\),
\[
c(z)=\cos q(L-z)-\frac bq\sin q(L-z).
\]
The tank equation gives \((Q-V\lambda+Ah)C=Ahc(0)\). Eliminating \(C\) from the mouth condition yields
\[
D[q\sin qL+b\cos qL]=h_{\rm eff}\left[\cos qL-\frac bq\sin qL\right],
\]
\[
h_{\rm eff}=h\frac{Q-V\lambda}{Q-V\lambda+Ah}.
\]

Its first root can be isolated. Since \(q\) diverges as \(\lambda\to k_d\), \(qL\) reaches \(\pi/2\) below \(k_d\). There \(c(0)=-b/q<0\), so \(c(0)\) first vanishes at some \(\lambda_*<k_d\). Below \(\lambda_*\), \(c\) is positive throughout the trench. Define \(u=Dc'/c\) and \(y=L-z\). Then
\[
\frac{du}{dy}=Dq^2+\frac{u^2}{D},\qquad u(y=0)=B .
\]
Differentiating with respect to \(\lambda\), with \(v=\partial u/\partial\lambda\),
\[
\frac{dv}{dy}=D\frac{\partial q^2}{\partial\lambda}+\frac{2u}{D}v .
\]
The initial \(v\) and the source are positive, so \(v\) stays positive and \(u\) at the mouth rises with \(\lambda\). Meanwhile \(h_{\rm eff}\) falls. At \(\lambda=0\), \(u=0<h_{\rm eff}\). Either \(u\) diverges at \(\lambda_*\) or \(h_{\rm eff}\) first reaches zero at \(Q/V\). They cross once, and this smallest root \(\lambda_1\) lies below both \(k_d\) and \(Q/V\).

Two limits show what the equation contains. For a clean tank, no film, fast desorption and negligible bottom storage, \(q^2=R\lambda/D\) with \(R=1+2K/w\). The mouth condition is \(c(0)=0\), so \(qL=\pi/2\) and \(\lambda_1=\pi^2D/(4RL^2)\): adsorption slows diffusion by the factor \(R\). The opposite limit, desorption control, follows from the bounds below.

## Bounds from mean removal times

Let \(T_i\) be the mean removal time from compartment \(i\). Averaging over the next move gives \(GT=\pi\). This resembles a current network with source \(\pi_i\) at each node. The network has no loops, so the current through a link equals the capacity behind it. The increase of \(T\) across the link is that capacity divided by the conductance.

The current through the drain is the total capacity \(V_{\rm eff}=V+A(RL+K)\), so \(T_{\rm tank}=V_{\rm eff}/Q\). The film adds \((RL+K)/h\). For diffusion, capacity \(R\,dz\) at depth \(z\) crosses a distance \(z\), while the bottom capacity \(K\) crosses \(L\). Release from the bottom adds \(K/k_a=1/k_d\). Hence the longest time is
\[
T_{\rm bottom}=\frac{V_{\rm eff}}Q+\frac{RL+K}{h}
+\frac{RL^2/2+KL}{D}+\frac1{k_d}.
\]
Now multiply \(G\phi=\lambda\Pi\phi\) from the left by \(T^{\mathsf T}\). Since \(G\) is symmetric, \(T^{\mathsf T}G\phi=\pi^{\mathsf T}\phi\), and with \(n=\Pi\phi\)
\[
\frac1\lambda=\frac{\sum_iT_in_i}{\sum_in_i}.
\]
All \(n_i\) are positive, so this is a weighted mean, and in the continuum limit
\[
T_{\rm tank}\le\frac1{\lambda_1}\le T_{\rm bottom}.
\]
If every term in \(T_{\rm bottom}\) except \(1/k_d\) is negligible, the upper bound and \(\lambda_1<k_d\) together give \(\lambda_1\to k_d\). Slow desorption alone does not ensure this limit: at fixed \(k_a\), lowering \(k_d\) also raises \(K\), so readsorption during escape remains important.

## Late amplitude

Network modes are orthogonal with weight \(\Pi\). Projecting the initial amounts \(n(0)\) on the slowest mode gives the late remaining fraction \(fe^{-\lambda t}\), with
\[
f=\frac{(\sum_i\pi_i\phi_i)(\sum_i\phi_in_i(0))}
{(\sum_i\pi_i\phi_i^2)(\sum_in_i(0))}.
\]
In the continuum, sums over cells become integrals over depth. Wall potentials are \(\gamma c\), where \(\gamma=k_d/(k_d-\lambda_1)\). Once faster modes have died out, the time to a small fraction \(\varepsilon\) is \(t_\varepsilon=\ln(f/\varepsilon)/\lambda_1\).

## A worked rinse

Take round model parameters: \(L=20\) µm, \(w=1\) µm, \(D=10^{-9}\) m²/s, \(K=10^{-4}\) m, \(k_d=0.05\) s⁻¹, \(h=10^{-4}\) m/s, \(A=1\) m², \(V=0.02\) m³ and \(Q=5\times10^{-4}\) m³/s. The trench water starts at \(10^{-3}\) mol/m³ in equilibrium with its walls; the tank starts clean. The initial wall density is \(6.02\times10^{12}\) cm⁻², small beside a monolayer of very roughly \(10^{15}\) cm⁻².

Here \(R=1+200=201\) and \(RL+K=4.12\times10^{-3}\) m. The bounds in seconds are
\[
T_{\rm tank}=\frac{0.02412}{5\times10^{-4}}=48.24,
\]
\[
T_{\rm bottom}=48.24+41.20+42.20+20.00=151.64,
\]
with film, diffusion and desorption as the last three terms. Bracketed root finding gives \(\lambda_1=0.009553\) s⁻¹, or \(1/\lambda_1=104.7\) s.

Diagonalizing the network with 20, 40 and 80 cells gives relative rate errors of \(2.32\times10^{-4}\), \(5.79\times10^{-5}\) and \(1.45\times10^{-5}\). Each halving of \(\Delta\) divides the error by about four, which is second-order convergence in this case.

The late amplitude is \(f=1.463\). It may exceed one because the other modes contribute \(-0.463\) to the initial total. For \(\varepsilon=10^{-3}\),
\[
t_\varepsilon=\frac{\ln(1463)}{0.009553\ {\rm s^{-1}}}\approx763\ {\rm s}=12.7\ {\rm min}.
\]
The second rate is 0.0278 s⁻¹, so by then its mode has shrunk relative to the first by a further factor of about \(e^{-13.9}\). A tank-only estimate, \(\ln(1000)V/Q=276\) s, is too short by a factor of 2.8.

An implicit run with 80 cells and \(\tau=0.5\) s reaches the target at 764.8 s. The delay of nearly 2 s comes from the lower apparent rate \(\lambda_\tau=0.009531\) s⁻¹. At 300 s the total is too high by 2.72, 1.36 and 0.68 percent for steps of 2, 1 and 0.5 s, relative to the time-exact solution on the same mesh. This is first-order convergence. Rounding leaves a largest balance error of \(3.6\times10^{-13}\) of the initial amount. By contrast, one Crank–Nicolson step of 0.5 s from a unit load in a middle cell leaves \(-0.991\) in a compartment.

The target counts contaminant in the tank too. Summing the mode equations gives \(\lambda_1M_{\rm tot}=QC\), so the tank's late share is \(VC/M_{\rm tot}=\lambda_1V/Q=0.38\). At the first step past the target, the bottom wall holds \(4.4\times10^9\) cm⁻², or \(7.3\times10^{-4}\) of its initial density. In the late mode a wall holds \(\gamma=1.236\) times its local equilibrium amount, the direct mark of slow desorption.

Changing one limitation at a time and solving the root equation again gives:

- Near-instant desorption at fixed \(K\): 0.0115 s⁻¹.
- A practically clean tank: 0.0109 s⁻¹.
- A nearly absent mouth film: 0.0141 s⁻¹.
- Diffusion a thousand times faster: 0.0128 s⁻¹.

Of these four changes, removing the film helps most, yet none brings the rate to the original \(Q/V=0.025\) s⁻¹. With almost no wall storage, by contrast, the rate is 0.02497 s⁻¹, close to that ceiling.

## Range of validity

Width averaging can be judged with a clean tank. With \(x\) measured from mid-width, the resolved mode varies as \(\cosh px\), and wall release requires \(Dp\tanh(pw/2)=B\). The depth equation then has \(q^2=\lambda/D+p^2\). For small \(pw\), \(\tanh(pw/2)\approx pw/2\) restores \(p^2=2B/(wD)\). Solving both versions for these parameters shows that averaging overestimates the rate by a relative \(1.75\times10^{-4}\).

The value \(h=10^{-4}\) m/s corresponds to a film only \(D/h=10\) µm thick, which, like the well-mixed tank, presumes strong agitation. Slow laminar flow between wafers leaves a much thicker layer. At \(h=10^{-5}\) m/s the film term \((RL+K)/h\) alone is 412 s, so the 12.7 min found above belongs to these model parameters and is not a forecast for a given rinse tank.

The model also treats the contaminant as uncharged. For ions the Debye length is about 0.3 µm at \(10^{-3}\) mol/m³ and about 1 µm in pure water, comparable to the half-width of 0.5 µm. Double layers then fill the trench, and plain diffusion with a constant \(K\) no longer describes it.

At high coverage, free sites become scarce and the uptake law is nonlinear; the modes and bounds above then do not apply as they stand. Trenches of different shapes need separate branches connected to the tank. Their late decay is again a single shared mode, but its rate must be found from the enlarged network.

All numerical values are calculated from the stated model.
